\section*{Bean-Livingston Barrier and Vortex Entry Field at Large Kappa, part 1}

(Sections cited here and not found follow in the second part.)

\section{The forces on a vortex near a flat surface}

\subsection{A special case: a vortex very close to the surface}

A superconductor fills the half-space $x>0$. A magnetic field $H$ is applied along $z$, parallel to the flat surface. One straight vortex, also along $z$ and carrying flux $\Phi_0=h/2e$ in the direction of the field, sits at depth $d$. SI units are used. The penetration depth is $\lambda$, the coherence length is $\xi$, and $\kappa=\lambda/\xi\gg1$.

Take first $\xi\ll d\ll\lambda$. Screening has no room to act over such a short distance, and two simple currents meet at the vortex.

The first is the Meissner current. The applied field falls as $B=\mu_0He^{-x/\lambda}\approx\mu_0H(1-x/\lambda)$. For a field $B(x,y)\hat z$, Ampère's law gives
\begin{equation}
\mu_0J_x=\partial_yB,\qquad \mu_0J_y=-\partial_xB ,
\label{ampere}
\end{equation}
so the current is nearly uniform, $J_y=H/\lambda$.

The second belongs to the vortex. Close to its axis the vortex current circulates with speed proportional to $1/r$, like the flow around a line vortex in a fluid. No current may cross the surface, and an image vortex of opposite circulation at $x=-d$ secures this. The field of the pair is
\begin{equation}
B_V=\frac{\Phi_0}{2\pi\lambda^2}\left(\ln r'-\ln r\right),
\end{equation}
where $r$ and $r'$ are the distances from the vortex and from its image; the prefactor is derived below. At the vortex, $r'=2d$, and the image term gives $J_y=-\Phi_0/(4\pi\mu_0\lambda^2d)$.

A current density $\mathbf J$ supplied by other sources pushes the vortex with the force $\mathbf J\times\Phi_0\hat z$ per unit length. This law is used here provisionally; the energy calculation below confirms it for this geometry. Since $\hat y\times\hat z=\hat x$, the inward force is $\Phi_0J_y$:
\begin{equation}
F=\frac{\Phi_0H}{\lambda}-\frac{\Phi_0^2}{4\pi\mu_0\lambda^2d}.
\label{simple}
\end{equation}
The Meissner current pushes the vortex in, and the image pulls it out. They balance at
\begin{equation}
\mu_0H=\frac{\Phi_0}{4\pi\lambda d}.
\label{simplebalance}
\end{equation}
A vortex nearer the surface than this depth is expelled; a deeper one is driven inward. As $H$ rises, the balance point moves toward the surface. A vortex cannot be placed at a depth much smaller than its own core radius, about $\xi$, so the obstacle disappears near $\mu_0H\approx\Phi_0/(4\pi\lambda\xi)$. What remains is to justify the forces, extend them to all depths, and find how far the last estimate can be trusted.

\subsection{Ginzburg-Landau scales and the London equation}

The Ginzburg-Landau energy density, for pairs of charge $e^*=2e$, is
\begin{equation}
-\alpha|\Psi|^2+\frac{\beta}{2}|\Psi|^4+\frac{1}{2m}\left|(-i\hbar\nabla-e^*\mathbf A)\Psi\right|^2+\frac{B^2}{2\mu_0},
\end{equation}
with $\alpha,\beta>0$ below the transition. This is mean-field theory. The uniform state has $|\Psi|^2=\alpha/\beta$ and energy density $-\alpha^2/2\beta$. The thermodynamic critical field $H_c$ is defined by setting this equal to $-\mu_0H_c^2/2$, so $(\mu_0H_c)^2=\mu_0\alpha^2/\beta$. With $\psi=\Psi\sqrt{\beta/\alpha}$, and a constant added so that the uniform state has zero energy, the density becomes
\begin{equation}
\mu_0H_c^2\left[\tfrac12(1-|\psi|^2)^2+\xi^2\left|\left(\nabla-\tfrac{2\pi i}{\Phi_0}\mathbf A\right)\psi\right|^2\right]+\frac{B^2}{2\mu_0},
\label{gl}
\end{equation}
where $\xi^2=\hbar^2/2m\alpha$ and $\hbar/e^*=\Phi_0/2\pi$.

For $\psi=fe^{i\theta}$ the supercurrent is
\begin{equation}
\mathbf J=\frac{f^2}{\mu_0\lambda^2}\left(\frac{\Phi_0}{2\pi}\nabla\theta-\mathbf A\right),\qquad \lambda^2=\frac{m\beta}{\mu_0e^{*2}\alpha}.
\label{current}
\end{equation}
Multiplying the definitions,
\begin{equation}
\lambda^2\xi^2(\mu_0H_c)^2=\frac{m\beta}{\mu_0e^{*2}\alpha}\,\frac{\hbar^2}{2m\alpha}\,\frac{\mu_0\alpha^2}{\beta}=\frac{\hbar^2}{2e^{*2}}=\frac{\Phi_0^2}{8\pi^2},
\end{equation}
and therefore
\begin{equation}
\mu_0H_c=\frac{\Phi_0}{2\sqrt2\,\pi\lambda\xi}.
\label{hc}
\end{equation}

When $\kappa\gg1$ and the currents are weak, $f=1$ outside the small cores. This is the London regime. The phase winds by $2\pi$ around the vortex, so $\nabla\times\nabla\theta=2\pi\delta^2(\mathbf r-\mathbf r_0)\hat z$. The curl of (\ref{current}) then gives $\mu_0\lambda^2(\nabla\times\mathbf J)_z=\Phi_0\delta^2-B$. With $\mu_0\mathbf J=\nabla\times\mathbf B$ and $\nabla\times\nabla\times(B\hat z)=-\hat z\nabla^2B$,
\begin{equation}
B-\lambda^2\nabla^2B=\Phi_0\,\delta^2(\mathbf r-\mathbf r_0).
\label{london}
\end{equation}

For a long sample the field outside is uniform, because no current flows there. Hence $B=\mu_0H$ on $x=0$. By (\ref{ampere}), a constant $B$ along the surface also means $J_x=0$ there.

\subsection{The image at any depth}

Write $B=B_M+B_V$. The Meissner part solves the equation without a source and takes the full surface value:
\begin{equation}
B_M=\mu_0He^{-x/\lambda}.
\end{equation}
The vortex part carries the source and must vanish at $x=0$. The modified Bessel function $K_0(r/\lambda)$ decays at infinity, satisfies the source-free equation for $r>0$, and behaves as $-\ln r$ near the origin. Since $\nabla^2\ln r=2\pi\delta^2$, it obeys $K_0-\lambda^2\nabla^2K_0=2\pi\lambda^2\delta^2$. The required solution is
\begin{equation}
B_V=\frac{\Phi_0}{2\pi\lambda^2}\left[K_0(r/\lambda)-K_0(r'/\lambda)\right].
\label{bv}
\end{equation}
On the surface $r=r'$, so $B_V=0$. The image source lies outside the sample and does not alter (\ref{london}) for $x>0$. For $r,r'\ll\lambda$ the bracket becomes $\ln(r'/r)$, the special case above.

The vortex near the surface carries less than $\Phi_0$ of flux. To find how much, take $w(x)=1-e^{-x/\lambda}$, which satisfies $w-\lambda^2w''=1$ and $w(0)=0$. Green's identity has no surface term, since $w$ and $B_V$ both vanish at $x=0$ and $B_V$ decays far away:
\begin{equation}
\int B_V\,d^2r=\int B_V(w-\lambda^2\nabla^2w)\,d^2r=\int w\,(B_V-\lambda^2\nabla^2B_V)\,d^2r=\Phi_0\left(1-e^{-d/\lambda}\right).
\label{flux}
\end{equation}
The flux tends to $\Phi_0$ deep inside and to zero at the surface. The phase winding remains $2\pi$ throughout; it is the magnetic flux that is not quantized near the boundary.

\subsection{The Gibbs energy}

With $|\psi|=1$ the gradient term in (\ref{gl}) is, by (\ref{current}) and (\ref{hc}),
\begin{equation}
\mu_0H_c^2\xi^2\left(\frac{2\pi}{\Phi_0}\right)^2(\mu_0\lambda^2J)^2=\frac{\mu_0\lambda^2J^2}{2}=\frac{\lambda^2|\nabla B|^2}{2\mu_0}.
\end{equation}
The last step uses $\mu_0^2J^2=|\nabla B|^2$ from (\ref{ampere}). At fixed applied field the source does work $H$ per unit of flux admitted, so the quantity to compare is the Gibbs energy per length,
\begin{equation}
G=\int_{x>0}\left[\frac{B^2+\lambda^2|\nabla B|^2}{2\mu_0}-HB\right]d^2r ,
\label{gdef}
\end{equation}
with a core disc of radius $\xi$ cut out for the moment. Terms with $B_M$ alone do not depend on the vortex and are subtracted; $G=0$ then denotes the vortex-free state.

The mixed term is integrated by parts so that the derivatives fall on $B_M$:
\begin{equation}
\frac1{\mu_0}\int B_V(B_M-\lambda^2\nabla^2B_M)\,d^2r+\frac{\lambda^2}{\mu_0}\oint B_V\,\partial_nB_M\,dl .
\end{equation}
The first integral vanishes by the equation for $B_M$. The surface part of the second vanishes because $B_V=0$ there, and the core circle contributes an amount that goes to zero with its radius.

The vortex term is treated likewise. Outside the core only the core circle contributes. On it the normal out of the region points toward the axis, and $-\partial_rB_V\approx\Phi_0/(2\pi\lambda^2r)$. Integrated around the circle this is $\Phi_0/\lambda^2$, so
\begin{equation}
\frac{\lambda^2}{2\mu_0}\oint B_V\,\partial_nB_V\,dl=\frac{\Phi_0}{2\mu_0}B_V(\text{core})=\epsilon_0\left[K_0(1/\kappa)-K_0(2d/\lambda)\right],
\end{equation}
\begin{equation}
\epsilon_0=\frac{\Phi_0^2}{4\pi\mu_0\lambda^2}.
\end{equation}
Here $\epsilon_0$ is an energy per length, not the permittivity. The corrections that depend on $d$ are at most of order $\epsilon_0\xi^2/d^2$, so the expression is controlled for $d\gg\xi$; a further correction of order $\epsilon_0\ln^2\kappa/\kappa^2$ does not depend on $d$ and belongs to the self-energy. The first term is the self-energy and the second the image attraction. The image term is half the interaction energy of a real vortex and antivortex a distance $2d$ apart, because only one of the two cores lies in the sample.

The self-energy depends on the cutoff. Since $K_0(1/\kappa)\approx\ln\kappa+\ln2-\gamma$, with $\gamma$ Euler's constant, a real core changes only the constant beside $\ln\kappa$. Call that constant $c_1$. Adding the source term $-H\int B_V$ from (\ref{flux}),
\begin{equation}
G(d)=\Phi_0H\left(e^{-d/\lambda}-1\right)+\epsilon_0(\ln\kappa+c_1)-\epsilon_0K_0(2d/\lambda).
\label{g}
\end{equation}
Deep inside, $G\to\epsilon_0(\ln\kappa+c_1)-\Phi_0H$. This changes sign at the lower critical field,
\begin{equation}
\Phi_0H_{c1}=\epsilon_0(\ln\kappa+c_1).
\label{hc1}
\end{equation}

\subsection{The core constant}

For $r\ll\lambda$ the vector potential is negligible and $\psi=f(\rho)e^{i\theta}$, with $\rho=r/\xi$. By (\ref{hc}), $2\pi\xi^2\mu_0H_c^2=\epsilon_0$, so the energy inside a radius $R\xi$ with $1\ll R\ll\kappa$ is
\begin{equation}
\epsilon_0\int_0^R\left[f'^2+\frac{f^2}{\rho^2}+\frac{(1-f^2)^2}{2}\right]\rho\,d\rho=\epsilon_0(\ln R+c_n).
\end{equation}
The London energy outside is $\epsilon_0K_0(R/\kappa)\approx\epsilon_0[\ln(2\kappa/R)-\gamma]$. The sum is independent of $R$, and $c_1=c_n+\ln2-\gamma$.

The profile minimizes the energy:
\begin{equation}
f''+\frac{f'}{\rho}-\frac{f}{\rho^2}+f(1-f^2)=0,\qquad f(0)=0,\quad f(\infty)=1 .
\end{equation}
Its numerical solution out to $\rho=40$ gives $c_1=0.497$. An identity tests the profile. Multiplying by $\rho^2f'$ and integrating over all $\rho$, the first two terms give $\frac12(\rho f')^2$ at the ends, which vanishes. The third gives $-\frac12$, and the last, by parts, $\frac12\int(1-f^2)^2\rho\,d\rho$. Hence
\begin{equation}
\int_0^\infty(1-f^2)^2\rho\,d\rho=1 .
\end{equation}
The computed integral is $0.9997$. The missing $0.0003$ is the tail beyond $\rho=40$: there $1-f^2\approx\rho^{-2}$, and the tail is $1/(2\cdot40^2)$.

\subsection{The force, and a test from the definition}

Since $K_0'=-K_1$, differentiating (\ref{g}) gives the inward force per length
\begin{equation}
F=-\frac{dG}{dd}=\frac{\Phi_0H}{\lambda}e^{-d/\lambda}-\frac{2\epsilon_0}{\lambda}K_1(2d/\lambda).
\label{force}
\end{equation}
The first term is $\Phi_0$ times the Meissner current at the vortex. The second is $\Phi_0$ times the image current there, by (\ref{ampere}) and the image part of (\ref{bv}). The force law assumed at the start is thus recovered. For $d\ll\lambda$, $K_1(2d/\lambda)\approx\lambda/2d$, and (\ref{force}) becomes (\ref{simple}).

The image construction, the flux and the vanishing of the mixed term can be tested together. Equation (\ref{london}) was solved on a square lattice of spacing $0.04\lambda$, about $8\lambda$ deep and $12\lambda$ wide, without using an image. The vortex was placed at depths $0.2$, $0.4$, $0.8$ and $1.6\lambda$, with surface field zero and $1.5\,\Phi_0/(2\pi\lambda^2)$. The flux agreed with (\ref{flux}) to $2.4\times10^{-5}\Phi_0$. Energies summed directly from (\ref{gdef}), each taken relative to the deepest position, agreed with (\ref{g}) to $7\times10^{-4}\epsilon_0$. Such differences do not test $c_1$, which cancels in them.

\section{From the barrier to the entry field}

\subsection{What is carried over}

The vortex lies at depth $d$ in the half-space $x>0$, with field $H$ parallel to the surface; $\lambda$ is the penetration depth, $\xi$ the coherence length, and $\kappa=\lambda/\xi\gg1$. The line-energy scale is $\epsilon_0=\Phi_0^2/(4\pi\mu_0\lambda^2)$. The first half gave the Gibbs energy (\ref{g}), measured from the vortex-free state, with core constant $c_1=0.497$; the force (\ref{force}); and the thermodynamic field $\mu_0H_c=\Phi_0/(2\sqrt2\pi\lambda\xi)$. London theory holds for $d\gg\xi$ and weak currents.

\subsection{One barrier at each field}

Setting the force (\ref{force}) to zero and using $2\epsilon_0/\Phi_0=\Phi_0/(2\pi\mu_0\lambda^2)$,
\begin{equation}
\mu_0H_b(d)=\frac{\Phi_0}{2\pi\lambda^2}\,e^{u}K_1(2u),\qquad u=\frac d\lambda .
\label{balance}
\end{equation}
The integral form $K_1(z)=\int_0^\infty e^{-z\cosh t}\cosh t\,dt$ gives
\begin{equation}
e^uK_1(2u)=\int_0^\infty e^{u(1-2\cosh t)}\cosh t\,dt .
\end{equation}
Because $1-2\cosh t\le-1$, the integrand falls with $u$ at every $t$. Thus $H_b$ decreases steadily, from infinity at $d\to0$ to zero at $d\to\infty$, and each $H>0$ has one balance depth $d^*$. The force can be written
\begin{equation}
F=\frac{\Phi_0}{\lambda}e^{-d/\lambda}\left[H-H_b(d)\right],
\end{equation}
which is outward for $d<d^*$ and inward for $d>d^*$. The balance point is therefore a maximum of $G$: a barrier. It is still present at $H_{c1}$, where a vortex deep inside first becomes favourable. Above $H_{c1}$, for as long as the barrier lasts, the vortex-free state of an ideal surface is metastable.

The London energy and force show that each applied field $H>0$ has a single barrier, at a depth $d^*$ that moves toward the surface as the field rises. What remains is to find the field at which the barrier disappears, and how far London theory can be trusted to give it.
